# Variational binding energy of a single-valley donor in silicon

**The question**

A substitutional donor in silicon leaves one electron bound to a charge $+e$. Consider a single conduction-band valley whose long axis is $z$. Its transverse and longitudinal masses are $m_t=0.19$ and $m_l=0.92$, in units of the free-electron mass $m_0$. The lattice screens the donor charge by the static relative permittivity $\varepsilon=11.7$ at all distances. In effective-mass theory the envelope $F(\mathbf r)$, which multiplies the Bloch function at the valley minimum, is governed by

$$
H=-\frac{\hbar^2}{2m_0}\left[\frac{1}{m_t}\left(\partial_x^2+\partial_y^2\right)+\frac{1}{m_l}\partial_z^2\right]-\frac{e^2}{4\pi\varepsilon_0\varepsilon r}.
$$

Energies are measured from the valley minimum, and the binding energy is minus the ground-state energy. Use the trial envelope

$$
F=N\exp\left[-\sqrt{\frac{x^2+y^2}{a^2}+\frac{z^2}{b^2}}\right],\qquad a,b>0 .
$$

Parts (a) to (g) lead to the best binding energy this envelope can give, and to what it says about mass anisotropy and about real donors.

**(a) Choose units in which $H$ contains one parameter.**

*Answer.* Let $a_0$ be the Bohr radius and $\mathrm{Ry}$ the Rydberg energy, so that $\hbar^2/(2m_0)=\mathrm{Ry}\,a_0^2$ and $e^2/(4\pi\varepsilon_0)=2\,\mathrm{Ry}\,a_0$. Measure length in $a^*=\varepsilon a_0/m_t$. The transverse kinetic prefactor becomes

$$
\frac{\mathrm{Ry}\,a_0^2}{m_t a^{*2}}=\frac{m_t}{\varepsilon^2}\mathrm{Ry}\equiv \mathrm{Ry}^*,
$$

and the Coulomb prefactor becomes $2\,\mathrm{Ry}\,a_0/(\varepsilon a^*)=2\,\mathrm{Ry}^*$. In units of $\mathrm{Ry}^*$,

$$
H=-\partial_x^2-\partial_y^2-\gamma\,\partial_z^2-\frac2r,\qquad \gamma=\frac{m_t}{m_l}<1 .
$$

From here to part (e), $a$, $b$ and all energies are in these units.

**(b) Normalize $F$ and find its kinetic energy.**

*Answer.* Set $x=au$, $y=av$, $z=bw$ and $s=\sqrt{u^2+v^2+w^2}$. Then $F=Ne^{-s}$ and the volume element is $a^2b\,d^3s$. Since

$$
\int e^{-2s}d^3s=4\pi\int_0^\infty s^2e^{-2s}ds=4\pi\cdot\frac{2}{8}=\pi,
$$

normalization requires $N^2=1/(\pi a^2b)$.

Integration by parts turns $-\langle F|\partial_x^2|F\rangle$ into $\int(\partial_xF)^2d^3r$. The cusp at the origin adds nothing, because the gradient is bounded there and the area of a small enclosing sphere vanishes. The chain rule gives $\partial_xF=-(u/as)F$. The density is spherical in the scaled coordinates, so $\langle u^2/s^2\rangle=1/3$, and the same holds for $v$ and $w$. Therefore

$$
T=\frac13\left(\frac{2}{a^2}+\frac{\gamma}{b^2}\right).
$$

**(c) Find the potential energy.**

*Answer.* Let $\mu=w/s$ and $\beta=b/a$. Then $r=as\sqrt{1-(1-\beta^2)\mu^2}$, so the average of $1/r$ is a radial factor times an angular one. The radial factor is

$$
\left\langle\frac1s\right\rangle=\frac{1}{\pi}\,4\pi\int_0^\infty s\,e^{-2s}ds=4\cdot\frac14=1 .
$$

Since $\mu$ is uniformly distributed and the integrand is even,

$$
V=-\frac{2B}{a},\qquad B(\beta)=\int_0^1\frac{d\mu}{\sqrt{1-(1-\beta^2)\mu^2}} .
$$

For an oblate envelope write $\beta=\cos\theta$, with $0<\theta<\pi/2$. The substitution $\mu\sin\theta=\sin t$ gives $d\mu=\cos t\,dt/\sin\theta$ and turns the root into $\cos t$, so

$$
B=\frac{1}{\sin\theta}\int_0^\theta dt=\frac{\theta}{\sin\theta}.
$$

For a prolate envelope, $\beta=\cosh\eta$, the substitution $\mu\sinh\eta=\sinh t$ gives $B=\eta/\sinh\eta$ in the same way. Both tend to $B=1$ for a sphere.

**(d) Minimize over the size at fixed shape, then over the shape. Show that the best shape is unique.**

*Answer.* With $b=\beta a$ the energy is

$$
E=\frac{A}{a^2}-\frac{2B}{a}=A\left(\frac1a-\frac BA\right)^2-\frac{B^2}{A},\qquad A=\frac{2+\gamma/\beta^2}{3}.
$$

The minimum is at $a=A/B$. There $T=B^2/A$ and $V=-2B^2/A$, which is the virial relation $2T=-V$. The binding energy at fixed shape is

$$
W(\beta)=\frac{B^2}{A}=\frac{3B^2}{2+\gamma/\beta^2}.
$$

*Oblate shapes.* Here

$$
\ln W=\ln3+2\ln\theta-2\ln\sin\theta-\ln(2+\gamma\sec^2\theta).
$$

Define $G(\theta)=1/\theta-\cot\theta$. Setting the derivative to zero gives

$$
2G-\frac{2\gamma\sec^2\theta\tan\theta}{2+\gamma\sec^2\theta}=0 .
$$

Multiplying out, $2G=\gamma\sec^2\theta(\tan\theta-G)$, or

$$
\gamma=\Gamma(\theta)\equiv\frac{2G\cos^2\theta}{\tan\theta-G}=\frac{2\cos^2\theta}{\tan\theta/G-1}.
$$

There is one solution if $\Gamma$ is monotonic. The partial-fraction expansion of the cotangent gives

$$
G(\theta)=\sum_{k=1}^\infty\frac{2\theta}{k^2\pi^2-\theta^2}=\sum_{n=1}^\infty g_n\theta^{2n-1},\qquad g_n>0,
$$

since each term is a geometric series with positive coefficients. The identity $\tan\theta=\cot\theta-2\cot2\theta$ then reads $\tan\theta=2G(2\theta)-G(\theta)$, so the coefficients of the tangent are $(4^n-1)g_n$.

Put $\tau=\theta^2$, $P=\tan\theta/\theta$ and $Q=G/\theta$. Differentiating with respect to $\tau$ and pairing the terms $(n,m)$ and $(m,n)$,

$$
P'Q-PQ'=\sum_{n>m}(n-m)(4^n-4^m)\,g_ng_m\,\tau^{n+m-3}>0 .
$$

Hence $P/Q=\tan\theta/G$ increases. It starts at $4-1=3$ for $\theta\to0$ and diverges at $\pi/2$, while $\cos^2\theta$ decreases. So $\Gamma$ falls steadily from 1 to 0, and each $0<\gamma<1$ has one solution. The derivative of $\ln W$ has the sign of $\Gamma(\theta)-\gamma$, positive before the solution and negative after it, so the solution is the maximum of $W$ among oblate shapes.

*Prolate shapes.* First show that $B\beta^{1/3}\le1$ for every shape. In the oblate case let $f=\sin\theta\cos^{-1/3}\theta-\theta$ and $c=\cos\theta$. Then $f(0)=0$ and

$$
f'=c^{2/3}+\frac{1-c^2}{3}c^{-4/3}-1=\frac23c^{2/3}+\frac13c^{-4/3}-1\ge0 .
$$

The last step is the weighted inequality of arithmetic and geometric means: the geometric mean is $c^{4/9}c^{-4/9}=1$. Thus $\sin\theta/\theta\ge\cos^{1/3}\theta$, which is the claim. In the prolate case $f=\sinh\eta\cosh^{-1/3}\eta-\eta$ has the same derivative with $c=\cosh\eta$, and the claim follows again.

Now take $\beta>1$. The integrand of $B$ is at least $1/\beta$, and larger except at $\mu=1$, so $B^2>\beta^{-2}$. With $\gamma<1$,

$$
2+\frac{\gamma}{\beta^2}-(2+\gamma)B^2=2(1-B^2)-\gamma(B^2-\beta^{-2})>2+\beta^{-2}-3B^2 .
$$

The inequality of means gives $2+\beta^{-2}\ge3\beta^{-2/3}\ge3B^2$, so the left side is positive. This says $W(\beta)<3/(2+\gamma)=W(1)$: every prolate envelope binds less than the spherical one. The oblate solution is the overall optimum.

**(e) Bound the optimum $W$ by two isotropic models. What happens as $\gamma\to1$ and $\gamma\to0$?**

*Answer.* The sphere is one of the allowed shapes but not the best one, so $W>3/(2+\gamma)$. From above, the inequality of means gives $2+\gamma/\beta^2\ge3(\gamma/\beta^2)^{1/3}$, and therefore

$$
W\le B^2\beta^{2/3}\gamma^{-1/3}\le\gamma^{-1/3}.
$$

Equality would need both $\beta^2=\gamma$ and $\beta=1$, which is impossible for $\gamma<1$. Multiplying by $\mathrm{Ry}^*=m_t\mathrm{Ry}/\varepsilon^2$ restores physical units:

$$
\frac{3}{2/m_t+1/m_l}\,\frac{\mathrm{Ry}}{\varepsilon^2}<W\,\mathrm{Ry}^*<(m_t^2m_l)^{1/3}\,\frac{\mathrm{Ry}}{\varepsilon^2}.
$$

The two ends are isotropic hydrogen problems, one with the inverse-average mass and one with the density-of-states mass. Within this trial family, anisotropy raises the binding if the average inverse mass is held fixed, and lowers it if the density-of-states mass is held fixed. A statement about "the effect of anisotropy" has to name the mass that is kept.

As $\gamma\to1$, $\theta\to0$ and $a=b=W=1$, which is ordinary hydrogen, for which the trial function is the true ground state.

As $\gamma\to0$ the envelope flattens into a disc. Since $G\to2/\pi$, the shape equation gives $\gamma\approx(4/\pi)\beta^3$, so $\gamma/\beta^2\to0$. With $B\to\pi/2$, $W\to3\pi^2/8\approx3.70$. The true binding energy tends to 4: with no longitudinal kinetic energy the electron settles in the plane $z=0$, where $e^{-2\rho}$ solves the two-dimensional problem with energy $-4$. The trial form is then about 7% low relative to the true value, so it should not be trusted at the one-percent level for extreme mass ratios.

**(f) Evaluate the binding energy and the radii for the given masses and permittivity. How good is the trial form?**

*Answer.* The inputs give $\gamma=0.19/0.92=0.20652$, $\mathrm{Ry}^*=18.884$ meV and $a^*=3.2586$ nm. The root of $\Gamma(\theta)=\gamma$ is $\theta=0.96027$, so $\beta=\cos\theta=0.57330$. To verify it, use $\tan\theta=1.4292$ and $G=0.3417$:

$$
\Gamma=\frac{2(0.3417)(0.57330)^2}{1.4292-0.3417}=0.2065 .
$$

The two factors are

$$
B=\frac{\theta}{\sin\theta}=1.17200,\qquad A=\frac13\left(2+\frac{0.20652}{0.57330^2}\right)=0.87612 .
$$

Hence $a=A/B=0.74754$ and $b=\beta a=0.42857$ in units of $a^*$, or 2.44 nm and 1.40 nm. The binding energy is

$$
W\,\mathrm{Ry}^*=\frac{1.17200^2}{0.87612}\times18.884\ \text{meV}=1.5678\times18.884\ \text{meV}=29.6\ \text{meV},
$$

or 0.0296 eV. The kinetic energy is 29.6 meV and the potential energy $-59.2$ meV, as the virial relation requires. A direct numerical minimization over $a$ and $b$, with the energy integrated from its definition, gives the same 29.607 meV as the formulas.

The flattening is a compromise. At fixed volume $a^2b$, the kinetic energy is proportional to $\beta^{2/3}(2+\gamma/\beta^2)$, which is least at $\beta=\sqrt\gamma=0.454$: the heavy direction can be confined at low cost. The attraction is proportional to $B\beta^{1/3}$ and is greatest for a sphere. The optimum 0.573 lies between the two.

The isotropic bounds of part (e) are 25.7 meV for the inverse-average mass 0.258 and 31.9 meV for the density-of-states mass 0.321. Letting the sphere deform therefore gains 3.9 meV, about 15% of the spherical result.

By the variational principle 29.6 meV is a lower bound on the binding energy of the single-valley model. Diagonalizing the same Hamiltonian in a large basis, without assuming the ellipsoidal form, gives 29.65 meV. Enlarging that basis from 14 radial functions and angular momenta up to 10, to 20 functions and angular momenta up to 16, changes the result by less than 0.0001 meV. The trial form misses 0.04 meV, about 0.1% of the binding. Any larger disagreement with a real donor must come from the model or its parameters.

**(g) Compare the model with real donors in silicon. Which assumptions matter most, and when does the isolated-donor picture fail?**

*Answer.* The masses and permittivity are typical of silicon. The measured ionization energy of phosphorus is roughly 45 meV, some 15 meV more than the model gives. The permittivity explains little of this. Since $W\,\mathrm{Ry}^*\propto\varepsilon^{-2}$ at fixed masses, lowering $\varepsilon$ to 11.4 raises the result to 31.2 meV.

The main assumptions that fail are the single valley and static screening at short range. Silicon has six equivalent valleys, and the sharp potential near the donor couples them. Let $\mathbf q$ be the separation of two valleys in wavevector, and let $\varepsilon_s$ be the permittivity acting at that wavevector. With Bloch overlaps set to one and umklapp terms omitted, the matrix element of the donor potential between valleys $i$ and $j$ is $-J_{ij}$, where

$$
J_{ij}=\frac{e^2}{4\pi\varepsilon_0\varepsilon_s}\int F_iF_j\,\frac{\cos(\mathbf q\cdot\mathbf r)}{r}\,d^3r .
$$

Each valley has one opposite and four adjacent partners. In the state with equal amplitudes $1/\sqrt6$ in all six valleys, the first-order lowering is therefore $\frac16\sum_{i\ne j}J_{ij}=J_{\text{opp}}+4J_{\text{adj}}$. Take a lattice constant of 0.543 nm and valleys at 0.85 of $2\pi$ divided by it, both rough values. The lowering is then 1.4 meV with full screening ($\varepsilon_s=11.7$) and 17 meV with none ($\varepsilon_s=1$).

A second estimate removes the screening within one bond length, $R=0.235$ nm, while staying inside one valley. The potential is kept continuous at $R$, so the added potential energy for $r<R$ is $-\frac{e^2}{4\pi\varepsilon_0}\left(1-\frac1\varepsilon\right)\left(\frac1r-\frac1R\right)$. To first order it lowers the energy by about 5 meV, but first order fails for so strong a potential. Solving the single-valley problem with the added potential included lowers the energy by about 66 meV, and by only about 3 meV if $R$ is halved. The envelope equation is itself doubtful over one bond length, so neither number is a prediction for a real donor. The intervalley values are also first-order estimates, and the unscreened one calls for the same caution. Both estimates describe parts of the same short-range potential, so they are not corrections to be added to 29.6 meV. They show that short-range physics can be as large as the discrepancy or larger, and that the result depends strongly on how the core is modelled. They contain nothing that distinguishes one donor species from another.

Doping, temperature and field set further limits:

- At a donor density of $10^{16}\ \text{cm}^{-3}$ the typical spacing, taken as the inverse cube root of the density, is 46 nm, about 19 transverse radii. Randomly placed donors have a shorter mean nearest-neighbour distance, 26 nm or about 11 radii, so most envelopes still barely overlap. An ionized neighbour 46 nm away has a Coulomb energy of 2.7 meV, about 9% of the binding. Heavier doping brings overlap and screening by free carriers, and the isolated-donor energy then no longer applies.
- The thermal energy at 300 K is 25.9 meV, close to the binding energy. The fraction of ionized donors also depends on the density of band states, the doping and the degeneracy of the donor level, so it cannot be read from this ratio.
- A field of 0.12 MV/cm drops the binding energy across one transverse radius. The donor fails well before that. In a field $\mathcal E$ the top of the barrier lies at $-2\sqrt{e^3\mathcal E/(4\pi\varepsilon_0\varepsilon)}$, which falls to the zero-field level of $-29.6$ meV at only 0.018 MV/cm. The zero-field envelope is useful for fields well below this lower value; near it, distortion and tunnelling out of the donor must be treated.

The main numerical values are in the output below.

## Computed values

```
transverse mass = 0.19 m0
longitudinal mass = 0.92 m0
relative permittivity = 11.7
mass ratio gamma = 0.20652
effective energy unit = 18.884 meV
effective length unit = 3.2586 nm
optimum theta = 0.96027 rad
optimum beta = b/a = 0.57330
angular factor B = 1.17200
kinetic factor A = 0.87612
optimum a = 0.74754 effective length units
optimum b = 0.42857 effective length units
transverse radius a = 2.436 nm
longitudinal radius b = 1.397 nm
binding W = 1.56779 effective energy units
trial kinetic energy = 29.607 meV
trial potential energy = -59.214 meV
trial binding energy = 29.607 meV
trial binding energy, converted = 0.02961 eV
direct numerical minimum binding = 29.607 meV
inverse-average mass = 0.2583 m0
its isotropic binding = 25.675 meV
gain from ellipsoidal shape = 3.932 meV
density-of-states mass = 0.3214 m0
its isotropic binding = 31.948 meV
isotropic binding, transverse mass = 18.884 meV
isotropic binding, longitudinal mass = 91.440 meV
large-basis single-valley binding = 29.6490 meV
basis shift (14 radial, l<=10 to 20, l<=16) = 0.00000 meV
binding missed by trial form = 0.0421 meV
rough lattice constant = 0.543 nm
rough valley position = 0.85 of 2 pi/lattice constant
envelope density at donor = 0.03841 nm^-3
intervalley singlet lowering, full screening = 1.42 meV
intervalley singlet lowering, no screening = 16.6 meV
bond length = 0.235 nm
lowering from lost screening in bond length = 5.2 meV
trial binding at permittivity 11.4 = 31.186 meV
chosen donor density = 1.0e+16 cm^-3
mean donor spacing = 46.4 nm
Coulomb energy at that spacing = 2.65 meV
thermal energy at 300 K = 25.85 meV
field scale binding/(e a) = 0.122 MV/cm
```
